# Why Mo/Si mirror reflectance saturates as bilayers are added

**Q:** I want a better mirror for 13.5 nm light, and the recipe looks simple. Each molybdenum/silicon bilayer reflects a little, and the period is chosen so that all the reflections add in phase. So I keep adding bilayers, and the reflectance keeps rising. What could stop it?

**A:** Let us first put your argument into a formula. Let $c$ be the reflected amplitude contributed by one bilayer, for unit incident amplitude. If $N$ contributions add in phase, the total amplitude is $Nc$ and the reflectance is

$$R\approx (Nc)^2 .$$

For numbers, take normal incidence, sharp interfaces, a thick silicon substrate, and refractive indices $n=1-\delta+i\beta$. I use round model values of a size suited to the two materials: $\delta=0.08$, $\beta=0.006$ for Mo and $\delta=0$, $\beta=0.002$ for Si. Molybdenum fills a fraction $g=0.4$ of the period $L=6.91$ nm, which is tuned for high reflectance. In each bilayer the silicon lies above the molybdenum. Then $c=0.0765$, by a formula we shall derive. For two bilayers your estimate is $(2\times0.0765)^2=0.0234$, and solving the wave equation gives 0.0224. What does it give for fourteen?

**Q:** $(14\times0.0765)^2=1.15$. More light comes out than went in, so something is missing.

**A:** You gave every bilayer the full incident amplitude. The lower ones receive only what the upper ones let through. At ten bilayers the estimate is already 0.59, while the wave equation gives 0.34.

**Q:** Then I can guess the rest. The materials absorb, so the light never reaches the lower bilayers, and they are useless. Absorption confines the field to the top.

**A:** That can be checked by removing the absorption and seeing whether the confinement goes away. We need the field inside the stack.

Let $z$ point into the mirror, let the time factor be $e^{-i\omega t}$, and let $k=2\pi/\lambda$. At normal incidence

$$E''+k^2n^2E=0 .$$

With this time factor a positive $\beta$ means absorption, since $e^{iknz}$ then decays with $z$. Define $H=E'/(ik)$. Both $E$ and $H$ are continuous at interfaces, and

$$E'=ikH,\qquad H'=\frac{E''}{ik}=-\frac{k^2n^2E}{ik}=ikn^2E .$$

In the vacuum above, $E=ae^{ikz}+be^{-ikz}$. At the surface $z=0$ this gives $E=a+b$ and $H=a-b$, so the amplitude reflectance is

$$r=\frac ba=\frac{E-H}{E+H},\qquad R=|r|^2 .$$

**Q:** And inside the stack the index jumps between two values. How do you handle many layers at once?

**A:** By using the periodicity. Across a uniform layer of thickness $d$, with $\varphi=knd$, the two first-order equations give

$$\begin{pmatrix}E\\H\end{pmatrix}_{z+d}=\begin{pmatrix}\cos\varphi&\dfrac{i}{n}\sin\varphi\\ in\sin\varphi&\cos\varphi\end{pmatrix}\begin{pmatrix}E\\H\end{pmatrix}_{z}.$$

The determinant is $\cos^2\varphi-i^2\sin^2\varphi=1$. The matrix of a bilayer is the product of two such matrices, so its determinant is also 1 and its eigenvalues are $q$ and $1/q$. If $|q|<1$, one field pattern shrinks by $q$ per bilayer going down, and the other grows by $1/q$.

At any bilayer boundary, use $a=(E+H)/2$ and $b=(E-H)/2$ as coordinates. Scale the decaying pattern to $(a,b)=(1,r_d)$ and the growing one to $(1,r_g)$. If the field at the top contains them with weights $u$ and $v$, then

$$r_N=\frac{ur_d+vr_g}{u+v}.$$

Subtract $r_d$, and separately $r_g$:

$$r_N-r_d=\frac{v(r_g-r_d)}{u+v},\qquad r_N-r_g=\frac{u(r_d-r_g)}{u+v},$$

so that $(r_N-r_d)/(r_N-r_g)=-v/u$. At the bottom the weights are $uq^N$ and $vq^{-N}$, and the same ratio is $-(v/u)q^{-2N}$. There it must equal the value for the bare substrate, where only a downward wave exists and $H=n_sE$, so $r_s=(1-n_s)/(1+n_s)$. Hence

$$\frac{r_N-r_d}{r_N-r_g}=q^{2N}\,\frac{r_s-r_d}{r_s-r_g}.$$

**Q:** So if $|q|<1$, the right-hand side dies away and $r_N$ goes to $r_d$. There is a ceiling, $R_\infty=|r_d|^2$. How quickly is it reached?

**A:** Call the last fraction $w$ and solve for $r_N$:

$$r_N=\frac{r_d-wq^{2N}r_g}{1-wq^{2N}}\approx r_d+wq^{2N}(r_d-r_g),$$

to first order in $wq^{2N}$. Squaring the modulus, to the same order,

$$R_N\approx R_\infty+2\,\mathrm{Re}\!\left[r_d^*\,w\,q^{2N}(r_d-r_g)\right].$$

If $q^2$ is nearly real and positive, the distance to the ceiling shrinks by $|q|^2$ for each added bilayer. Otherwise the term also changes sign as $N$ grows, and an extra bilayer can lower $R$. In that case $R_\infty$ is still the limit, but $R_N$ can exceed it on the way, so it is not a strict ceiling.

For our mirror $|q|^2=0.864$, and the ratio of successive gains near $N=41$ is 0.865. Close to the ceiling, ten more bilayers shrink the remaining gain to about $0.864^{10}=0.23$ of its value.

| $N$ | $R_N$, absorbing | $R_N$, transparent |
|---|---|---|
| 10 | 0.343 | 0.414 |
| 20 | 0.634 | 0.821 |
| 30 | 0.723 | 0.955 |
| 40 | 0.745 | 0.989 |
| 50 | 0.750 | 0.997 |
| 60 | 0.752 | 0.999 |

For the last column I set both $\beta$ values to zero and changed nothing else.

**Q:** The transparent stack saturates as well! It ends at 1 instead of 0.752, but it takes just as long. What confines the light if nothing absorbs it?

**A:** Reflection does. Each bilayer turns some of the downward wave back, so less continues downward. To see this in equations, write $G=2\pi/L$ and expand the periodic function $n^2=\varepsilon(z)$:

$$\varepsilon(z)=\bar\varepsilon+\varepsilon_1\left(e^{iGz}+e^{-iGz}\right)+\dots$$

Here $\bar\varepsilon$ is the mean. With the origin moved to the middle of a Mo layer,

$$\varepsilon_1=\frac1L\int_{-gL/2}^{gL/2}(\varepsilon_{\rm Mo}-\varepsilon_{\rm Si})e^{-iGz}dz=(\varepsilon_{\rm Mo}-\varepsilon_{\rm Si})\frac{\sin\pi g}{\pi}.$$

Near the Bragg condition two waves dominate, one down and one up:

$$E=A(z)e^{iGz/2}+B(z)e^{-iGz/2}.$$

Insert this in the wave equation. The amplitudes change little over one period because the index contrast is small, so drop $A''$ and $B''$. Collecting the terms in $e^{iGz/2}$ and in $e^{-iGz/2}$ gives

$$iGA'+\left(k^2\bar\varepsilon-\tfrac{G^2}{4}\right)A+k^2\varepsilon_1B=0,$$

$$-iGB'+\left(k^2\bar\varepsilon-\tfrac{G^2}{4}\right)B+k^2\varepsilon_1A=0.$$

Now measure depth in bilayers, $m=z/L$, and define

$$D=\frac LG\left(k^2\bar\varepsilon-\frac{G^2}{4}\right),\qquad C=\frac{Lk^2\varepsilon_1}{G}.$$

Dividing the first equation by $iG$, the second by $-iG$, and multiplying by $L$,

$$\frac{dA}{dm}=iDA+iCB,\qquad \frac{dB}{dm}=-iDB-iCA .$$

$D$ measures the detuning, and its imaginary part the mean absorption. $C$ is the coupling, and the $c$ in your estimate is $|C|$ without absorption.

**Q:** Can I recover my $(Nc)^2$ from these?

**A:** Yes. Take no absorption and $D=0$, and keep $A=1$ throughout. Then $dB/dm=-iC$. With no upward wave entering from the substrate, $B=0$ at $m=N$, so $|B|=cN$ at the top.

If you let $A$ change, differentiate the first equation and insert the second: $d^2A/dm^2=iC(-iCA)=C^2A$. The solution with $B=0$ at the bottom is $A\propto\cosh[C(N-m)]$. The first equation then gives $iCB=dA/dm\propto-C\sinh[C(N-m)]$, so $B\propto i\sinh[C(N-m)]$. At the top

$$R_N=\tanh^2(cN).$$

This is your $(cN)^2$ when $cN$ is small, and it never exceeds 1. For $N=10$ it gives $\tanh^2(0.765)=0.415$, close to the 0.414 in the table. The mirror in the table is slightly detuned, with $D\approx-0.026$ by the definition above, so the formula applies to it only approximately and such close agreement is partly luck. The saturation here comes entirely from depletion of the downward wave by reflection.

**Q:** Now put the absorption back.

**A:** For a very thick stack, look for a solution in which $A$ and $B$ both vary as $e^{-sm}$, with $\mathrm{Re}\,s>0$. The first equation gives

$$-sA=iDA+iCB\quad\Rightarrow\quad \frac BA=-\frac{s+iD}{iC}=\frac{i(s+iD)}{C}.$$

The second gives $(-s+iD)B=-iCA$. Inserting the ratio,

$$(-s+iD)(s+iD)=-C^2\quad\Rightarrow\quad s^2=C^2-D^2 .$$

So the decay per bilayer and the ceiling are, in this two-wave approximation,

$$s=\sqrt{C^2-D^2},\qquad R_\infty=\left|\frac{s+iD}{C}\right|^2 .$$

The second formula also neglects the small index step at the surface.

Without absorption $C$ and $D$ are real. If $|D|<|C|$, then $s$ is real, the field decays, and $|s+iD|^2=s^2+D^2=C^2$, so $R_\infty=1$. The light is confined and all of it comes back.

For the simplest absorbing case take $C=c$ real and $D=ia$, with no real detuning. Then

$$s=\sqrt{c^2+a^2}\approx c\left(1+\frac{a^2}{2c^2}\right),\qquad R_\infty=\left(\frac{\sqrt{c^2+a^2}-a}{c}\right)^2\approx1-\frac{2a}{c}.$$

The approximations hold for $a\ll c$. Absorption lowers the ceiling in first order, but changes the decay only in second order.

**Q:** How large is $a$ for this mirror?

**A:** By definition $a=Lk^2\,\mathrm{Im}\,\bar\varepsilon/G$. Since $\mathrm{Im}\,n^2=2(1-\delta)\beta\approx2\beta$, and $G\approx2k$ near the Bragg condition, $a\approx kL\bar\beta$. The mean $\bar\beta$ is $0.4\times0.006+0.6\times0.002=0.0036$, so

$$a\approx\frac{2\pi}{13.5}\times6.91\times0.0036=0.0116 .$$

The definition evaluated without these approximations gives $a=0.0112$. The number $kL\bar\beta=0.0116$ is the amplitude decay per bilayer that absorption would cause without any Bragg reflection. Compare the depths at which the intensity envelope falls to $1/e$. With $\gamma=-\ln|q|$ the amplitude decay from the full bilayer matrix, the depth is $1/(2\gamma)$ bilayers:

- absorbing mirror: $\gamma=0.0730$, depth 6.8 bilayers;
- transparent mirror: $\gamma=0.0722$, depth 6.9 bilayers;
- absorption alone: $0.0116$, depth 43 bilayers.

**Q:** So my explanation would have put the light six times deeper than it really goes. But the ceiling does depend on absorption?

**A:** Strongly. The simple formula gives $s=\sqrt{0.0765^2+0.0116^2}=0.0774$ and

$$R_\infty\approx\left(\frac{0.0774-0.0116}{0.0765}\right)^2=0.74,$$

against 0.752 from the bilayer matrix. The closeness is partly a cancellation: with $a=0.0112$ the simple formula gives 0.747, the real detuning alone lowers this to 0.734, and the imaginary part of $C$, about 0.0035, then raises it to 0.758 in the full two-wave formula. This $s$ is larger than $\gamma=0.0730$ mainly because the simple formula leaves out the real detuning, $\mathrm{Re}\,D\approx-0.026$. Scaling both $\beta$ values together, at fixed period, separates the two roles:

| Factor on $\beta$ | $\gamma$ | $R_\infty$ |
|---|---|---|
| 0 | 0.0722 | 1.000 |
| 0.5 | 0.0724 | 0.867 |
| 1 | 0.0730 | 0.752 |
| 2 | 0.0754 | 0.570 |

Doubling the absorption from 1 to 2 raises $\gamma$ by about 3 %, but takes 0.18 off the ceiling. The increase of $\gamma$ above its transparent value, 0.00020, 0.00079 and 0.00311 before rounding to the table's four decimals, grows almost fourfold at each doubling, as expected for a second-order effect. The full two-wave formulas reproduce $\gamma$ within 0.5 % and $R_\infty$ within 0.01 in all four rows.

**Q:** You said the gains shrink steadily only if $q^2$ is nearly real and positive. Why should that hold here?

**A:** Because the period was chosen to maximize $R_\infty$. Within the two-wave model, vary the real part of $D$ and hold the rest fixed. From $s^2=C^2-D^2$ we have $ds/dD=-D/s$, so

$$\frac{d}{dD}\ln(s+iD)=\frac{-D/s+i}{s+iD}=\frac{i(s+iD)/s}{s+iD}=\frac is .$$

At the maximum of $|s+iD|$ the real part of this derivative must vanish, and that requires $s$ to be real. Over one bilayer the carrier $e^{iGz/2}$ contributes $e^{i\pi}=-1$, so $q\approx-e^{-s}$ and $q^2\approx e^{-2s}$, which is real and positive. The full calculation need not have exactly the same optimum as this model, and the period is rounded, so $q^2$ need not be exactly real. In the calculation every bilayer up to the sixtieth still raises $R$.

**Q:** If the lower bilayers add nothing, where does the missing quarter of the light go?

**A:** Mostly into heat near the top. Consider the power flux $S=\mathrm{Re}(E^*H)$. Using $E'=ikH$ and $H'=ikn^2E$,

$$S'=\mathrm{Re}\!\left(-ik|H|^2+ikn^2|E|^2\right)=-k\,\mathrm{Im}(n^2)\,|E|^2 .$$

The first term is purely imaginary and drops out. At the surface $S=\mathrm{Re}[(a+b)^*(a-b)]=|a|^2-|b|^2$, because the cross terms $b^*a-a^*b$ are imaginary. Here $a$ is again the incident amplitude. For $|a|=1$, integrating down to the substrate gives

$$1=R+T+k\int\mathrm{Im}(n^2)\,|E|^2dz ,$$

where $T$ is the flux entering the substrate. For 40 bilayers the three terms are $0.7453+0.0078+0.2469=1.0000$. Only 0.8 % of the light gets through, so further bilayers have very little left to return.

In a thick stack the field pattern repeats from one bilayer to the next, reduced by $q$. The absorbed power therefore falls by $|q|^2$ per bilayer, and summing the geometric series gives the top $m$ bilayers the share

$$\frac{1+|q|^2+\dots+|q|^{2(m-1)}}{1+|q|^2+\dots}=1-|q|^{2m}.$$

For $m=10$ this is $1-0.23=0.77$. Direct integration for a 60-bilayer stack gives 0.768 for the top ten and 0.946 for the top twenty.

**Q:** So absorption happens near the top because the field is there, and not the other way round. Is my explanation ever right?

**A:** Yes, in two cases. One is a weak contrast: when $c\ll a$, $s=\sqrt{c^2+a^2}\approx a$, and absorption confines the field even at the peak. The other is a period away from the Bragg condition. If $|D|>|C|$ and nothing absorbs, $s^2=C^2-D^2$ is negative and $s$ is imaginary. The field does not decay, $|q|=1$, and the factor $q^{2N}$ only turns in the complex plane. The reflectance then goes up and down as bilayers are added and settles at no limit. This holds between the Bragg peaks; near twice the period, $L\approx13.9$ nm, the second harmonic of $\varepsilon(z)$, which the two-wave equations omit, confines the field again.

With absorption and $|D|\gg|C|$, the root with positive real part is $s\approx-iD$. Writing $D=d+ia$, this is $s\approx a-id$, so the amplitude decays at the absorption rate $a$. A period of 5.5 nm is too far off for $G\approx2k$, and the two-wave equations are then only a qualitative guide. So compare the bilayer matrix directly with plain absorption: with the same indices it gives $\gamma=0.0088$, while $kL\bar\beta=0.0092$. The intensity depth is then $1/(2\times0.0088)\approx57$ bilayers. There absorption does the confining, and 40 bilayers are no longer enough for saturation: $|q|^{2N}$ is then still about 0.5.

**Q:** Back at the peak, then, how many bilayers should I order?

**A:** In this model 40 bilayers reach 99 % of the ceiling, and the transparent stack needs 41 to reach 99 % of its own. Going from 40 to 50 gains 0.005 in $R$, and from 50 to 60 another 0.001 (0.7505 to 0.7517). The count follows from $\gamma$, which near the peak is set mainly by the index contrast. A weaker contrast would need more bilayers.

To raise the ceiling you must change the design of the stack. One way is to reduce absorption relative to coupling, as $1-2a/c$ shows for the simplest case. That case takes $C$ real. In general $C$ has an imaginary part, which depends on how the absorption is distributed within the period, and this affects the ceiling too. So does the choice of the top layer. More bilayers cannot do it.

**Q:** And may I quote 0.752 as the reflectance of a real mirror?

**A:** No. It belongs to round model indices, sharp interfaces and normal incidence. Roughness, mixing of the layers and a protective cap are all left out. What carries over to any periodic stack described by these equations is the mode law: where $|q|<1$, the reflectance tends to the limit $|r_d|^2$, and the deviation from it dies away exponentially as bilayers are added. For the tuned mirror on silicon computed here, the reflectance rises towards this limit, which therefore acts as a ceiling. On a strongly reflecting substrate the reflectance could instead start above the limit and approach it from there, not always steadily; at 13.5 nm and normal incidence, where refractive indices are close to 1, this case is hypothetical. The numerical output below gives the full set of values.

## Computed results

```
wavelength: 13.5 nm; Mo fraction: 0.4
Mo: delta = 0.080, beta = 0.006
Si: delta = 0.000, beta = 0.002
tuned period: 6.91 nm
Mo thickness: 2.764 nm
Si thickness: 4.146 nm
mean beta: 0.0036
|q| with absorption: 0.9296; |q|^2: 0.8641
gamma with absorption: 0.0730 per bilayer
gamma without absorption: 0.0722 per bilayer
absorption-only decay k L beta: 0.0116 per bilayer
intensity 1/e depth, actual: 6.85 bilayers
intensity 1/e depth, no loss: 6.92 bilayers
intensity 1/e depth, absorption only: 43.2 bilayers
ceiling R_inf with absorption: 0.7521
N, R with absorption, R without absorption:
   1  0.0058  0.0059
   2  0.0224  0.0235
   5  0.1206  0.1347
  10  0.3432  0.4144
  20  0.6338  0.8209
  30  0.7232  0.9550
  40  0.7453  0.9892
  50  0.7505  0.9975
  60  0.7517  0.9994
gain in R from N = 10 to 20: 0.2906
gain in R from N = 20 to 30: 0.0894
gain in R from N = 30 to 40: 0.0221
gain in R from N = 40 to 50: 0.0052
gain in R from N = 50 to 60: 0.0012
ratio of successive gains near N = 41: 0.8648
N for 99 % of ceiling, with absorption: 40
N for 99 % of ceiling, without absorption: 41
coupling c without loss: 0.0765 per bilayer
in-phase estimate (N c)^2, N = 2: 0.0234
in-phase estimate (N c)^2, N = 10: 0.5859
in-phase estimate reaches one at N = 13.1
N = 40: R = 0.7453, T = 0.00782, absorbed = 0.2469
absorption share of top 10 of 60 bilayers: 0.7680
absorption share of top 20 of 60 bilayers: 0.9462
absorption share of top 30 of 60 bilayers: 0.9876
loss factor, gamma, two-wave gamma, R_inf, two-wave R_inf:
  0.0  0.0722  0.0721  1.0000  1.0000
  0.5  0.0724  0.0723  0.8668  0.8701
  1.0  0.0730  0.0729  0.7521  0.7578
  2.0  0.0754  0.0752  0.5696  0.5784
detuned period: 5.5 nm
detuned gamma with absorption: 0.00879 per bilayer
detuned k L beta: 0.00922 per bilayer
detuned gamma without absorption: 0.00000 per bilayer
```
